The on-top exchange hole of a collinear determinant, with lithium

**Setting**

Hartree atomic units are used: lengths are in bohr, densities in bohr⁻³ and energies in hartree. An N-electron system, N ≥ 2, is described by one Slater determinant

Ψ(x₁,…,x_N) = (1/√N!) det[φₐ(xᵢ)],

where x = (r,σ) stands for position and spin, and the spin orbitals φₐ are orthonormal. The determinant is collinear: each spin orbital is purely up or purely down along one common axis. The spatial orbitals may be complex, and those for up spin need not resemble those for down spin.

An integral over x means an integral over r and a sum over σ. The pair density is

P(x,x′) = N(N−1) ∫ |Ψ(x,x′,x₃,…,x_N)|² dx₃…dx_N,

and P(r,r′) is its sum over both spins. The spin densities are n↑ and n↓, with

n = n↑ + n↓,  ζ = (n↑ − n↓)/n.

Where n(r) > 0, the exchange hole of the determinant is defined by

n_x(r,r′) = P(r,r′)/n(r) − n(r′).

Given an electron at r, the density of the other electrons at r′ is P(r,r′)/n(r). The hole is the change from the ordinary density n(r′). Its value at r′ = r is called the on-top value.

**(a) Express P(x,x′) through the occupied spin orbitals.**

*Model answer.* Expand the determinant along the two rows that belong to x and x′:

Ψ = (1/√N!) Σ_{a<b} ε_ab D_ab(x,x′) M_ab(x₃,…,x_N),

D_ab(x,x′) = φₐ(x)φ_b(x′) − φ_b(x)φₐ(x′).

Here ε_ab is +1 or −1, and M_ab is the determinant left after columns a and b are removed. For N = 2 it equals 1.

Squaring Ψ requires the overlaps of these smaller determinants. Each M_ab is a signed sum of (N−2)! products, with one orbital for each remaining electron. By orthonormality, two products have zero overlap unless every electron is in the same orbital in both. Different pairs (a,b) leave different sets of orbitals, so their overlap vanishes. For equal pairs, each product overlaps with itself alone and contributes 1, because its sign is squared. Thus

∫ M_ab* M_cd dx₃…dx_N = (N−2)! if (a,b) = (c,d), and 0 otherwise.

The prefactor becomes N(N−1)(N−2)!/N! = 1, and

P(x,x′) = Σ_{a<b} |D_ab|² = ½ Σ_ab |φₐ(x)φ_b(x′) − φ_b(x)φₐ(x′)|².

The factor ½ appears because the unrestricted sum counts each pair twice. The terms with a = b are zero.

**(b) Find n_x(r,r′) in terms of the one-particle density matrices of the two spins. Say where collinearity is used.**

*Model answer.* The square in part (a) is

|D_ab|² = |φₐ(x)|²|φ_b(x′)|² + |φ_b(x)|²|φₐ(x′)|²
 − φₐ(x)φₐ*(x′) φ_b(x′)φ_b*(x) − complex conjugate.

Define γ(x,x′) = Σₐ φₐ(x)φₐ*(x′). Its diagonal γ(x,x) is the density of electrons at r with spin σ. After summation over a and b, each of the first two terms gives γ(x,x)γ(x′,x′). The third gives −γ(x,x′)γ(x′,x). Since γ(x′,x) = γ(x,x′)*, this equals −|γ(x,x′)|², which is real, so the fourth term gives the same. The factor ½ then leaves

P(x,x′) = γ(x,x)γ(x′,x′) − |γ(x,x′)|².

Now use collinearity. A spin orbital that is purely up vanishes for σ = ↓, and conversely. No orbital can therefore contribute to γ(rσ,r′σ′) when σ ≠ σ′. For equal spins,

γ_σ(r,r′) = Σ_i φ_iσ(r)φ_iσ*(r′),

where i runs over the occupied orbitals of spin σ. Summing P(x,x′) over both spins gives

P(r,r′) = n(r)n(r′) − Σ_σ |γ_σ(r,r′)|².

Division by n(r) and subtraction of n(r′) cancel the product of densities:

n_x(r,r′) = −[|γ↑(r,r′)|² + |γ↓(r,r′)|²]/n(r).

The hole is nowhere positive. In a determinant of this kind, the presence of one electron can lower the density of the others but cannot raise it.

If the orbitals mixed up and down, the terms |γ(r↑,r′↓)|² and |γ(r↓,r′↑)|² would also be subtracted. The two spin densities along a fixed axis would then not be enough to determine the on-top value.

**(c) Find the on-top value in terms of n and ζ. Find also P(r,r), and the range of the on-top value at fixed n.**

*Model answer.* At r′ = r, each density matrix becomes a density:

γ_σ(r,r) = Σ_i |φ_iσ(r)|² = n_σ(r).

All other information about the orbitals has dropped out, and

n_x(r,r) = −(n↑² + n↓²)/n.

From the definitions of n and ζ, n↑ = n(1+ζ)/2 and n↓ = n(1−ζ)/2. Hence

n↑² + n↓² = (n²/4)[(1 + 2ζ + ζ²) + (1 − 2ζ + ζ²)] = n²(1+ζ²)/2,

and therefore

n_x(r,r) = −n(1+ζ²)/2.

The pair density at contact is

P(r,r) = n² − n↑² − n↓² = 2n↑n↓.

Two electrons of equal spin are never found at the same point, because D_ab(x,x) = 0. Up-down pairs remain, and in a collinear determinant their density is a plain product. The factor 2 counts the two orders, up-down and down-up.

Spin densities are not negative, so −1 ≤ ζ ≤ 1 and

−n ≤ n_x(r,r) ≤ −n/2.

At ζ = ±1 every electron at r has the same spin, and the hole removes the whole density there. At ζ = 0 half of the density has the spin of the reference electron, and this half is removed.

**(d) The local spin-density approximation (LSDA) takes the exchange hole at separation u from a uniform electron gas whose spin densities equal n↑(r) and n↓(r). Derive this hole and compare its value at u = 0 with part (c). What changes if the spin polarization is ignored?**

*Model answer.* For each spin, the gas fills the plane waves e^{ik·r}/√V with |k| < k_σ. In a large volume V, the sum over k becomes V∫d³k/(2π)³. Counting the states gives

n_σ = (1/(2π)³)(4π/3)k_σ³ = k_σ³/(6π²),

so k_σ = (6π²n_σ)^{1/3}. The density matrix depends on the separation alone:

γ_σ(u) = ∫_{|k|<k_σ} e^{ik·u} d³k/(2π)³.

The integral of e^{ik·u} over the directions of k is 4π sin(ku)/(ku). Thus

γ_σ(u) = (1/(2π²u)) ∫₀^{k_σ} k sin(ku) dk.

Integration by parts gives ∫₀^{k_σ} k sin(ku) dk = [sin t − t cos t]/u², with t = k_σu. Since 1/u³ = k_σ³/t³ and k_σ³ = 6π²n_σ,

γ_σ(u) = n_σF(t),  F(t) = 3(sin t − t cos t)/t³.

The gas is itself a collinear determinant, so part (b) applies to it:

n_x^LSDA(r,u) = −[n↑²F(k↑u)² + n↓²F(k↓u)²]/n.

For small t,

sin t − t cos t = (t − t³/6 + t⁵/120) − (t − t³/2 + t⁵/24) + … = t³/3 − t⁵/30 + …,

so F(t) = 1 − t²/10 + …. At u = 0 both factors are 1, and

n_x^LSDA(r,0) = −(n↑² + n↓²)/n = −n(1+ζ²)/2.

This is the result of part (c). LSDA is exact for the on-top exchange hole of any collinear determinant, provided that it is given the spin densities of that determinant. The reason is that the on-top value depends on nothing but the local spin densities, and the gas is a determinant with those same spin densities. The density may vary as strongly as it likes.

If the polarization is ignored, the gas has n↑ = n↓ = n/2 and the on-top value is −n/2. This is correct where ζ = 0. Elsewhere its magnitude is too small by the factor 1/(1+ζ²).

**(e) An unrestricted Hartree–Fock calculation for the lithium atom, in the cc-pVTZ basis, gives a determinant with two up electrons and one down electron. The table lists its spin densities at distance r from the nucleus. P(r,r) was found separately: two electrons were placed at r in the 3×3 determinant, and its square was summed over all spins and integrated numerically over the position of the third electron.**

r = 0: n↑ = 6.87321, n↓ = 6.64050, P = 91.283
r = 1: n↑ = 3.03849×10⁻², n↓ = 3.02146×10⁻², P = 1.8361×10⁻³
r = 2: n↑ = 3.67487×10⁻³, n↓ = 2.16472×10⁻⁴, P = 1.5910×10⁻⁶
r = 4: n↑ = 1.15788×10⁻³, n↓ = 2.08893×10⁻⁸, P = 4.8374×10⁻¹¹

**(P is in bohr⁻⁶.) Find the on-top hole from P and from the formula, and discuss the result.**

*Model answer.* At r = 2 the density is n = 3.89134×10⁻³. The definition of the hole gives

P/n − n = 4.089×10⁻⁴ − 3.8913×10⁻³ = −3.482×10⁻³.

For the formula,

ζ = (3.67487 − 0.21647)/3.89134 = 0.88874,

−n(1+ζ²)/2 = −1.94567×10⁻³ × 1.78986 = −3.482×10⁻³.

The two routes agree. In other units the value is −0.02350 Å⁻³. The spin-blind value −n/2 is −1.946×10⁻³, whose magnitude is 44% too small relative to that of the determinant.

The same arithmetic at all four distances gives, in bohr⁻³:

r = 0: ζ = 0.0172; from P −6.759; formula −6.759
r = 1: ζ = 0.0028; from P −0.03030; formula −0.03030
r = 2: ζ = 0.8887; from P −3.482×10⁻³; formula −3.482×10⁻³
r = 4: ζ = 0.99996; from P −1.158×10⁻³; formula −1.158×10⁻³

At r = 4 the comparison of holes says little about P, because P/n is tiny beside n. A sharper comparison uses P itself:

2n↑n↓ = 2 × 1.15788×10⁻³ × 2.08893×10⁻⁸ = 4.837×10⁻¹¹,

which agrees with the tabulated value.

In the core the polarization is small and the hole is close to −n/2. At r = 4 nearly all the density is up, and the hole is close to −n. The polarization does not rise steadily between these limits, since it is smaller at r = 1 than at the nucleus. A radial node of the 2s orbital near r = 1 would account for this, but the table does not separate the orbitals, so this reading is a conjecture.

The Hartree–Fock determinant leaves out correlation, and its orbitals are limited by the basis. Neither matters for the identity, which holds for this determinant as it stands. The densities themselves are those of this level of theory, and not all their digits survive a change of basis. With 24 even-tempered s functions (exponents 0.01 × 2.2^k, k = 0,…,23) both spin densities at the nucleus rise by about 2% and P(0,0) becomes 95.0. The polarization becomes 0.0163 at r = 0 and 0.0024 at r = 1, and n↓ and P at r = 4 fall by 19%. At r = 1 and r = 2 the densities move by less than 0.3%.

**(f) For the same determinant, the exchange hole around a point at r = 1 was averaged numerically over all directions of the separation u. The values in bohr⁻³ are:**

u = 0: determinant −0.03030, LSDA −0.03030
u = 0.1: determinant −0.03108, LSDA −0.03021
u = 0.5: determinant −0.05226, LSDA −0.02813
u = 1: determinant −0.1046, LSDA −0.02241

**Explain the opposite trends at small u. Does an exact on-top value imply an exact exchange energy?**

*Model answer.* For LSDA, part (d) gives F² ≈ 1 − t²/5. Both spin densities are close to 0.0303, so k_σ ≈ (59.22 × 0.0303)^{1/3} ≈ 1.215. At u = 0.1 the magnitude falls by the fraction (0.1215)²/5 ≈ 0.3%, as in the table. The gas has no nucleus, and its hole is deepest at contact.

In the atom, the down spin has one orbital. Hence |γ↓(r,r′)|² = n↓(r)n↓(r′), and its part of the hole is −n↓(r)n↓(r′)/n(r). This part follows the density at r′, which rises steeply towards the nucleus. To average a smooth function f over directions of u, expand it to second order. The linear term averages to zero, and the average of u_iu_j is u²δ_ij/3, so

⟨f(r+u)⟩ = f(r) + (u²/6)∇²f(r) + ….

As an estimate, let n↓ ∝ e^{−ar}. The values at r = 0 and r = 1 give a = ln(6.6405/0.030215) ≈ 5.39. For this function ∇²f = (a² − 2a/r)f, and at r = 1 the relative change is

(u²/6)(a² − 2a) ≈ (0.01/6)(29.1 − 10.8) ≈ 3%.

In this estimate the down-spin part deepens by about 3% at u = 0.1. The density is not a single exponential: the values at r = 1 and r = 2 give a ≈ 4.94 and about 2.4%. The estimate therefore fixes the sign and the rough size only. The whole hole, which also contains the up-spin part with two orbitals, deepens by 2.6%. At u = 1 the averaged hole of the determinant is 4.7 times as deep as the LSDA hole.

For the energy, insert P(r,r′) = n(r)n(r′) + n(r)n_x(r,r′) into the electron repulsion ½∫∫P(r,r′)/|r−r′| dr dr′. The first term is the classical repulsion of the density, and the second is the exchange energy. With dr′ = u² du dΩ and 1/|r−r′| = 1/u,

E_x = 2π ∫ dr n(r) ∫₀^∞ u⟨n_x(r,u)⟩ du,

where ⟨n_x⟩ is the average over directions. The weight u vanishes at contact, so the energy depends on the hole at u > 0, where LSDA is not exact in general. For this lithium determinant E_x = −1.78127 hartree, while LSDA with the same spin densities gives −1.53793 hartree. The LSDA magnitude is smaller by 0.24334/1.78127 = 13.7% of the determinant value. In larger bases both energies move by about 3×10⁻⁵ hartree, to −1.78124 and −1.53790, and the percentage stays the same. An exact on-top value therefore does not imply an exact exchange energy.

**(g) Two electrons on two sites, L and R, form a singlet with the spatial function ψ(i,j) = [g(i)g(j) − h(i)h(j)]/√2, where g = (1,1)/√2 and h = (1,−1)/√2. Find the on-top hole at L, with sums over sites in place of integrals. Does the formula of part (c) apply?**

*Model answer.* The product g(i)g(j) is ½ for every pair of sites. The product h(i)h(j) is ½ for equal sites and −½ for different ones. Therefore

ψ(L,L) = 0,  ψ(L,R) = (½ + ½)/√2 = 1/√2.

The spin function is normalized and N(N−1) = 2, so P(i,j) = 2|ψ(i,j)|². This gives P(L,L) = 0 and P(L,R) = 1. Summing P over its second site gives (N−1)n = n, hence n(L) = 1. The on-top hole is

P(L,L)/n(L) − n(L) = −1.

A singlet has equal up and down densities, so ζ = 0, and the formula would give −½. It does not apply, because the state is a combination of two determinants. Up and down electrons avoid each other here, and P(L,L) is no longer 2n↑n↓ = ½. The hole now contains correlation as well as exchange. The result of part (c) concerns the exchange hole of a single determinant, and the LSDA exchange hole, given the spin densities of the singlet, does not describe this further depletion. The division into exchange and correlation depends on those spin densities. The single determinant with an up electron on L and a down electron on R has the same n and the same P(i,j) as the singlet, but ζ = 1 at L, and for it the formula gives −1.
